\section*{Current-direction-dependent stability of a conductor edge with anisotropic mobility}

\section{One ripple, two current directions}

Consider a model copper line at 573 K carrying 2 MA/cm$^2$. One edge is mobile and the other is held fixed. A ripple of wavelength 1322 nm on the mobile edge grows by a factor $e$ in 4.4 days when the current flows one way. When the current is reversed, with everything else held fixed, the same ripple shrinks by a factor $e$ in 1.5 days. The two rates have opposite signs and a ratio of $-3$. Capillarity smooths the edge under both polarities, so the difference must come from the current. Crowding of the electric field does not supply it, as Lemma 2 and the theorem show. It comes from the dependence of the edge mobility on orientation.

\section{Assumptions and sign conventions}

The metal occupies $y<h(x,t)$ and is uniform across its thickness. Its surroundings are insulating. The edge angle $\theta$ satisfies $\tan\theta=h_x$, where a subscript denotes a derivative, and arclength $s$ increases with $x$. Far inside the metal the field is $E_0\hat{\mathbf x}$, and $E_0$ may have either sign. An edge atom feels the force
\begin{equation}
F=Z^*eE_0
\end{equation}
along $+x$. The effective charge number $Z^*$ is negative when the electron wind dominates, and $F$ then points along the electron flow.

Atoms move only along the edge. Temperature and $Z^*$ are uniform, and the field adjusts at once to the edge shape. The mobility $M(\theta)$ is positive and differentiable at $\theta=0$, with
\begin{equation}
M_0=M(0),\qquad m=\frac{M'(0)}{M(0)} .
\end{equation}
The edge stiffness $g$ is positive and $\Omega$ is the atomic volume. The atomic current, per unit thickness, and the chemical potential are
\begin{equation}
J=M(\theta)\left(F\frac{E_t}{E_0}-\partial_s\mu\right),\qquad
\mu=-\Omega g\,\frac{h_{xx}}{(1+h_x^2)^{3/2}},
\label{eq:J}
\end{equation}
where $E_t$ is the tangential field. At a crest $h_{xx}<0$, so $\mu>0$ and capillarity drives atoms away. If $g$ depends on angle, its value at $\theta=0$ suffices below, because the curvature is already of first order.

\section{The theorem for one mobile edge}

\textbf{Theorem.} Under these assumptions a small ripple $h=\hat h\,e^{ikx+\omega t}$ on the edge of a half-plane obeys, to first order in $\hat h$,
\begin{equation}
\omega=\Omega M_0\left(mFk^2+iFk|k|-\Omega g k^4\right).
\label{eq:omega}
\end{equation}
If $mF>0$, ripples with $0<|k|<k_c$ grow, where $k_c^2=mF/(\Omega g)$. If the current is reversed, so that $mF<0$, every ripple with $k\ne0$ decays. If $m=0$, every such ripple decays for both current directions.

\textbf{Lemma 1 (mass balance).} The edge height obeys $h_t=-\Omega\,\partial_xJ$, without restriction to small slopes.

\emph{Proof.} Atoms accumulate where the current decreases along the edge, so the outward normal velocity is $v_n=-\Omega\,\partial_sJ$. Geometry gives $v_n=h_t/\sqrt{1+h_x^2}$ and $\partial_s=(1+h_x^2)^{-1/2}\partial_x$. The common factor cancels. $\square$

\textbf{Lemma 2 (field at the edge).} To first order, $E_t/E_0=1-|k|h$.

\emph{Proof.} Write the potential as $-E_0x+\phi_1$. The correction must satisfy Laplace's equation and vanish deep in the metal, so
\begin{equation}
\phi_1=A\,e^{ikx+|k|y}.
\end{equation}
No current crosses the edge. With a normal proportional to $(-h_x,1)$ this means $E_y=h_xE_x$, or to first order $-\partial_y\phi_1=E_0h_x$ at $y=0$. Omitting the common factor $e^{\omega t}$,
\begin{equation}
-|k|A=ikE_0\hat h\quad\Longrightarrow\quad A=-i\frac{k}{|k|}E_0\hat h .
\end{equation}
The tangential field is $(E_x+h_xE_y)/\sqrt{1+h_x^2}$. Since $h_xE_y$ and the change of the square root are of second order, its first-order part is
\begin{equation}
-\partial_x\phi_1=-ikA\,e^{ikx}=-|k|E_0h .
\end{equation}
The field is therefore weaker at crests and stronger in troughs. $\square$

\emph{Proof of the theorem.} To first order $\theta=h_x=ikh$, so $M=M_0(1+imkh)$. The chemical potential is $\mu=-\Omega g h_{xx}=\Omega gk^2h$, and hence $-\partial_x\mu=-i\Omega gk^3h$. Inserting these results and Lemma 2 in Eq.~(\ref{eq:J}) and keeping first-order terms gives
\begin{equation}
J_1=M_0\left[F(imk-|k|)-i\Omega gk^3\right]h .
\end{equation}
Lemma 1 then yields
\begin{align}
\omega&=-i\Omega kM_0\left[F(imk-|k|)-i\Omega gk^3\right]\nonumber\\
&=\Omega M_0\left[mFk^2+iFk|k|-\Omega gk^4\right],
\end{align}
because $-i\cdot i=1$ in the first term and $(-i)(-i)=-1$ in the last. The growth rate is the real part,
\begin{equation}
\operatorname{Re}\omega=\Omega M_0k^2(mF-\Omega gk^2).
\label{eq:growth}
\end{equation}
It is positive for $0<k^2<mF/(\Omega g)$ when $mF>0$, and negative for every $k\ne0$ when $mF\le0$. $\square$

\textbf{Remark (mechanism).} Let $F>0$ and $m>0$. Atoms drift toward $+x$ and are more mobile on a rising slope than on a falling one. They arrive at a crest faster than they leave it, and the crest grows. Reversing the force makes them climb the slope of lower mobility and descend the faster one, so the crest loses atoms. Reflecting the $x$ axis changes the signs of both $m$ and $F$; their product is unchanged, as a physical stability criterion requires.

Field crowding acts differently. Its current is a real multiple of $h$, and the divergence of that current is a quarter period out of phase with $h$. It moves the ripple without changing its amplitude. A point of constant phase has velocity
\begin{equation}
v=-\frac{\operatorname{Im}\omega}{k}=-\Omega M_0F|k| ,
\end{equation}
which is opposite to the force on the atoms.

\textbf{Remark (what the slope condition means).} A mobility that varies with angle is not sufficient: its derivative must be nonzero at the orientation of the flat edge. At a smooth maximum or minimum of $M$ there is no linear instability. If $Z^*$ also varies with orientation, the driving current contains the product $M(\theta)Z^*(\theta)$. The same expansion then replaces $m$ in the growth term by the logarithmic derivative of this product. A cusp in $M$, or a facet without positive finite stiffness, lies outside the theorem.

\section{Fastest wavelength and the factor of three}

Let $mF>0$. Differentiating Eq.~(\ref{eq:growth}) with respect to $k^2$ gives
\begin{equation}
mF-2\Omega gk^2=0,\qquad k_{\max}^2=\frac{mF}{2\Omega g}=\frac{k_c^2}{2}.
\end{equation}
The driving and capillary contributions at this wavenumber are
\begin{equation}
\Omega M_0mFk_{\max}^2=\frac{M_0(mF)^2}{2g},\qquad
-\Omega^2M_0gk_{\max}^4=-\frac{M_0(mF)^2}{4g}.
\end{equation}
Their sum is the largest growth rate,
\begin{equation}
\omega_{\max}=\frac{M_0(mF)^2}{4g}.
\end{equation}
The drive thus contributes $2\omega_{\max}$ and capillarity $-\omega_{\max}$. Reversal changes the sign of the drive alone, and the sum becomes $-3\omega_{\max}$. This is the ratio in the opening example.

\section{A line with two mobile edges}

A line of finite width has a second edge, at $y=-W+h_2$. Denote the upper displacement by $h_1$, take $k>0$, and let the two edges have equal $M_0$ and $g$.

\textbf{Proposition.} Let $c=\coth kW$ and $s=\operatorname{csch}kW$. If both edges have the same slope coefficient $m$ with respect to $x$, as inversion symmetry of the crystal requires, then
\begin{equation}
\omega=\Omega M_0\left[Fk^2\left(ic\pm\sqrt{m^2-s^2}\right)-\Omega gk^4\right].
\label{eq:strip}
\end{equation}
If the edges are mirror images, so that the lower coefficient is $-m$, then
\begin{equation}
\omega=\Omega M_0\left[Fk^2\left(m+ic\pm is\right)-\Omega gk^4\right].
\label{eq:mirror}
\end{equation}

\emph{Proof.} At both edges the transverse field must equal $E_0$ times the local slope. The harmonic field with these boundary values is
\begin{equation}
E_{1y}=ikE_0\,\frac{h_1\sinh k(y+W)-h_2\sinh ky}{\sinh kW}.
\end{equation}
Zero divergence, $ikE_{1x}+\partial_yE_{1y}=0$, gives
\begin{equation}
E_{1x}=-kE_0\,\frac{h_1\cosh k(y+W)-h_2\cosh ky}{\sinh kW}.
\end{equation}
Hence $E_{1x}/E_0$ equals $-k(ch_1-sh_2)$ at the upper edge and $-k(sh_1-ch_2)$ at the lower one. At the lower edge the outward normal points down. There $h_{2,t}=+\Omega\partial_xJ$ and $\mu=+\Omega g h_{2,xx}$. These two sign changes leave the capillary damping unchanged, but they reverse the sign of the mobility term. With lower slope coefficient $m_2$, the driving parts of the two equations, divided by $\Omega M_0Fk^2$, form the matrix
\begin{equation}
\begin{pmatrix}m+ic&-is\\-is&-m_2+ic\end{pmatrix}.
\end{equation}
Write an eigenvalue as $ic+\Lambda$. The determinant condition is
\begin{equation}
(m-\Lambda)(-m_2-\Lambda)+s^2=0 .
\end{equation}
For $m_2=m$ it becomes $\Lambda^2=m^2-s^2$. For $m_2=-m$ it becomes $(m-\Lambda)^2=-s^2$, or $\Lambda=m\pm is$. Adding the common capillary term gives the two results. $\square$

In the inversion-symmetric line, the current that destabilises one isolated edge stabilises the other, so reversal exchanges their roles. The field couples the growing edge to the decaying one. If $s\ge|m|$, the square root in Eq.~(\ref{eq:strip}) is zero or imaginary and both modes decay by capillarity. Growth therefore requires $\sinh kW>1/|m|$, or
\begin{equation}
\lambda<\lambda_{\rm up}=\frac{2\pi W}{\operatorname{arsinh}(1/|m|)} .
\label{eq:upper}
\end{equation}
Unlike the growing band of a single edge, the growing band here has an upper limit in wavelength. In the mirror-symmetric line there is no such limit, and one polarity stabilises both edges. With $m\ne0$ such a line cannot be a single copper crystal, whose inversion symmetry requires equal coefficients; it needs differently oriented grains at its two edges. If the lower edge is immobile, $h_2=0$ and the upper matrix element alone remains. The growth rate is then that of Eq.~(\ref{eq:growth}), while the drift acquires the factor $\coth kW$.

\section{Numerical tests of the linear laws}

The unlinearised equations were solved with the field computed on the deformed edges. In units with $\Omega M_0=1$, $|F|=1$ and $\Omega g=0.12$, the complex response was tested for four edge orientations, both current signs and $k=1$ to 4. The largest departure from Eq.~(\ref{eq:omega}), divided by $k^4$, was $5.6\times10^{-8}$. The two-edge spectra were tested at $k=1$ for $W=0.5$ and 1.5, under both symmetries; the largest error was $8.5\times10^{-8}$.

A time evolution started from three superposed ripples of amplitude $10^{-5}$, with $m=4/3$. After a time of 0.5 and with $mF>0$, modes 1, 2 and 3 had grown by factors of 1.834, 5.511 and 3.127. For mode 2 the theorem gives
\begin{equation}
\exp\{[(4/3)2^2-0.12\cdot2^4]\,0.5\}=5.51 .
\end{equation}
With the current reversed, the three amplitudes fell to 0.484, 0.0266 and $1.9\times10^{-5}$ of their initial values.

\section{A copper test line}

The example has width 1000 nm and thickness 200 nm. Its material parameters are rough values for copper, and its fourfold mobility is a model law,
\begin{equation}
M(\theta)\propto1+\cos^2[2(\theta+\varphi)],\qquad \varphi=-22.5^\circ .
\end{equation}
Differentiating its logarithm at $\theta=0$ gives
\begin{equation}
m=-\frac{2\sin4\varphi}{1+\cos^22\varphi}=\frac{2}{1.5}=1.33 .
\end{equation}
A resistivity of 4 $\mu\Omega$\,cm makes the field magnitude $(2\times10^6)(4\times10^{-6})=8$ V/cm. With $Z^*=-5$, the force magnitude is 40 eV/cm, or $4.0\times10^{-6}$ eV/nm. Since $m>0$ and $Z^*<0$, the destabilising field points along $-x$ and the electrons flow along $+x$.

The surface diffusivity is $D_s=D_0e^{-E_a/k_BT}$, with $D_0=0.01$ cm$^2$/s and $E_a=0.9$ eV. It equals $1.2\times10^{-10}$ cm$^2$/s at 573 K. For 15 mobile sites per nm$^2$, the Einstein relation $M_0=n_sD_s/(k_BT)$ gives $3.7\times10^6$ (eV\,s)$^{-1}$. With $\Omega=0.0118$ nm$^3$ and $g=10$ eV/nm$^2$, one has $\Omega g=0.118$ eV\,nm and
\begin{align}
k_c&=\sqrt{\frac{1.333\times4.0\times10^{-6}}{0.118}}
=6.72\times10^{-3}\ {\rm nm}^{-1},\\
\lambda_c&=2\pi/k_c=935\ {\rm nm},\qquad
\lambda_{\max}=\sqrt2\,\lambda_c=1322\ {\rm nm},\\
\omega_{\max}&=\frac{3.69\times10^6(5.33\times10^{-6})^2}{4\times10}
=2.6\times10^{-6}\ {\rm s}^{-1}.
\end{align}
The inverse rate is 4.4 days, and one third of it is the reversed decay time of 1.5 days. At $\lambda_{\max}$ the ripple drifts against the force at 3.0 nm/h. In one growth time it moves about 320 nm, a quarter of its wavelength.

If both edges are mobile and inversion-symmetric, Eq.~(\ref{eq:upper}) gives $\lambda_{\rm up}=9065$ nm. At $\lambda_{\max}$ their coupling lowers the growth rate by a fraction of only $1.7\times10^{-4}$, so the one-edge growth rate is adequate there. Reversing the current then makes the opposite edge grow at this same rate, so neither polarity stabilises the whole line at this wavelength. The limit scales with width, $\lambda_{\rm up}=9.07W$ for this $m$. Growth also requires $\lambda>\lambda_c$, because the square root in Eq.~(\ref{eq:strip}) cannot exceed $|m|$. With the other parameters fixed, a line narrower than $935/9.07=103$ nm therefore has no growing mode of this kind. Within the inversion-symmetric two-edge model, this is a sufficient condition for every small ripple with $k\ne0$ to decay eventually. It is not sharp: Eq.~(\ref{eq:strip}) has no growing mode up to a width of about 160 nm. A combination of the two modes can still grow for a time, because the modes are not orthogonal; at $W=100$ nm and $\lambda=2000$ nm the gain is about 36\% after 3 days. Above $\lambda_{\rm up}$ only the weak $k^4$ term damps a ripple, so this stability is fragile. At $W=100$ nm the Joule-heating term estimated below makes ripples longer than about 3 $\mu$m grow, at up to 4\% of $\omega_{\max}$, and a stress of 100 MPa in an unsupported strip makes ripples longer than about 3.5 $\mu$m grow. The width rule and the limit $\lambda_{\rm up}$ belong to the isothermal, stress-free model.

\section{Effects outside the theorem}

\textbf{Stress.} Let a uniform stress $\sigma$ act along the line. For a rippled free edge, the Airy function
\begin{equation}
\chi=-\sigma\hat h\,y\,e^{ikx+|k|y}
\end{equation}
is biharmonic. It gives $\sigma_{yy}=\chi_{xx}=0$ and $\sigma_{xy}=-\chi_{xy}=\sigma h_x$ at $y=0$, which are the first-order conditions of zero traction. The tangential stress changes by $\chi_{yy}=-2|k|\sigma h$. With Young's modulus $Y$, the strain-energy part of the chemical potential, $\Omega\sigma_t^2/(2Y)$, changes by $-2\Omega\sigma^2|k|h/Y$. Mass balance then adds
\begin{equation}
\omega_\sigma=\Omega M_0\,\frac{2\Omega\sigma^2}{Y}|k|^3 .
\end{equation}
For 100 MPa and $Y=120$ GPa this is 2.2\% of $\omega_{\max}$ at $\lambda_{\max}$. Under reversed current, the sum of the three real terms stays negative at all $k\ne0$ if $(2\Omega\sigma^2/Y)^2<4|mF|\Omega g$, the discriminant condition. The ratio of the two sides is $6\times10^{-5}$.

\textbf{Joule heating.} Let $q$ be the heating per volume and $K$ the thermal conductivity. The substrate removes the uniform heating, but its response to the ripple is omitted. Since $q$ varies as the field squared, Lemma 2 gives the heating change $-2q|k|he^{|k|y}$. The temperature change with an insulated edge is
\begin{equation}
T_1=\frac{qh}{K}\left(y-\frac1{|k|}\right)e^{|k|y}.
\end{equation}
Crests are cooler by $qh/(K|k|)$. A heat of transport $Q$ adds the current $-M_0(Q/T)\partial_xT_1$, and hence the rate
\begin{equation}
\omega_T=\Omega M_0\,\frac{Q}{T}\,\frac{q}{K}|k| .
\end{equation}
For $q=1.6\times10^{13}$ W/m$^3$, $K=380$ W/(m\,K) and an assumed $Q=0.9$ eV, this is 0.5\% of $\omega_{\max}$ at $\lambda_{\max}$. It does not change sign with the current. The change of mobility with temperature adds a current that is a real multiple of $h$, so to first order it affects only the phase. In an isolated half-plane the rate $\omega_T$ would overcome the reversed-current stabilisation above about 0.5 mm. That length far exceeds the line width, so the half-plane estimate does not describe this line there. For $kW\ll1$ with the lower edge fixed, the field changes by the fraction $-h/W$. If the substrate removes heat with a healing length $L$, so that the uniform rise is $\Delta T=qL^2/K$, then $T_1\approx-2qh/[KW(k^2+L^{-2})]$. Without heat loss the crossover moves down to about 40 $\mu$m. With heat loss it exists only if $\Delta T>|mF|TW/(2Q)\approx1.7$ K. For positive $Q$, the decay of long ripples under reversed current therefore depends on how well the substrate cools the line.

\textbf{Ripples across the thickness.} Suppose the side wall meets both caps at $90^\circ$, its stiffness is isotropic, and $M$ depends only on the slope along $x$. A ripple with transverse wavenumber $k_z=\pi/H$, where $H$ is the thickness, has drive $mFk_x^2$ and damping $\Omega g(k_x^2+k_z^2)^2$. The ripple is a sum of two plane waves, $e^{i(k_xx\pm k_zz)}$. For each of them the tangential components of the field perturbation are real multiples of the displacement, and the resulting frequency is the same for both signs, so the field again affects only the phase. Because $(k_x^2+k_z^2)^2\ge4k_x^2k_z^2$, the ratio of drive to damping is at most $k_c^2/(4k_z^2)=0.046$. These ripples decay, which supports the two-dimensional treatment.

\section{Relation to real interconnects}

The temperature and current density are those of an accelerated test. At 378 K, with the force, stiffness and mobility slope held fixed, the model growth time becomes about 100 years. This figure is an extrapolation of the assumed activation energy and is not a lifetime prediction: $E_a=0.8$ and 1.0 eV give about 4 and 2100 years at 378 K, and 0.6 and 33 days at 573 K. Surface diffusivity depends strongly on contamination and on the cap, and the growth time varies inversely with it. A width of 1000 nm is large compared with the narrow lines of integrated circuits, whose sides may be covered by a liner; the free edge assumed here is closer to an exposed side wall. Real copper lines can also break the assumption of one grain per wavelength. The coefficient $m$ then varies along the edge, and in general so does $M_0$. In the model law $M_0$ differs by one third where $m=0$. The flat edge is then not steady at the junction: an area of about $2\times10^4$ nm$^2$ is deposited or removed there in 4.4 days, five times the area under a half-wave of a 10 nm ripple. Such flux divergences lie outside the theorem and can dominate the ripple. In a long segment where $m$ vanishes, the current-driven growth vanishes; where $m$ has the opposite sign and equal size, the rate at the example's wavelength changes from $\omega_{\max}$ to $-3\omega_{\max}$. Grains shorter than the ripple require a calculation with position-dependent mobility. The linear result gives the onset of roughening, not the later shape of an edge or the formation of a void. The numerical output lists the remaining inputs and results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (solver units)
largest one-edge error / k^4: 5.6e-08
largest two-edge error: 8.5e-08
model gamma: 0.12; evolution time: 0.5
amplitude ratios, modes 1-3, m*F > 0: 1.834 5.511 3.127
amplitude ratios, modes 1-3, m*F < 0: 4.84e-01 2.66e-02 1.92e-05
INPUTS (rough copper test line)
temperature: 573 K
current density: 2.0 MA/cm2
resistivity: 4.0 uohm cm
effective charge number: -5.0
atomic volume: 0.0118 nm3
edge stiffness: 10.0 eV/nm2
surface site density: 15.0 nm^-2
diffusion prefactor: 0.010 cm2/s
activation energy: 0.90 eV
line width: 1000 nm; thickness: 200 nm
mobility contrast: 1.0
edge tilt parameter: -22.5 degrees
RESULTS
log mobility slope m: 1.3333 per rad
field magnitude: 8.00 V/cm
force magnitude: 4.000e-06 eV/nm
destabilising field sign along x: -1
surface diffusivity: 1.214e-10 cm2/s
edge mobility M0: 3.687e+06 1/(eV s)
capillary coefficient Omega*g: 0.1180 eV nm
critical wavenumber: 6.723e-03 1/nm
critical wavelength: 934.6 nm
fastest wavelength: 1321.7 nm
fastest wavelength from solver: 1321.7 nm
largest growth rate: 2.622e-06 1/s
growth time: 4.41 days
reversed-current rate / growth rate: -3.0000
reversed-current decay time: 1.47 days
ripple drift along force: -2.98 nm/h
two-edge upper wavelength: 9065 nm
growth time at 378 K, same force: 97 years
NEGLECTED EFFECTS
two-edge coupling, growth change: -1.67e-04
stress: 100 MPa; Young modulus: 120 GPa
stress term / growth rate: 0.0219
stress ratio, reversed current (stable < 1): 5.99e-05
thermal conductivity: 380 W/(m K)
heat of transport: 0.90 eV
Joule heating: 1.60e+13 W/m3
heat term / growth rate: 0.0052
reversed-current heat crossover: 507 um
thickness-ripple drive / damping: 0.0458
\end{verbatim}
